# Hartree-Fock local moments in the symmetric Anderson impurity model: a program that tests the result

```python
"""Hartree-Fock theory of the Anderson impurity model.

Result under test: for a wide band at zero temperature
    n_s = arccot((E_d + U n_-s - E_F) / Gamma) / pi,
and in the symmetric model (E_d - E_F = -U/2) a moment m = n_up - n_dn
appears exactly when U > pi Gamma.
Gamma = pi sum_k |V_k|^2 delta(w - e_k) is the HALF-width of the level;
U is the impurity repulsion, E_d the bare level; E_F = 0; energies in eV.
Independent road: diagonalization of an impurity coupled to a discrete band.
"""
import numpy as np
from scipy.constants import e as charge, physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

gamma = 0.5
U_example = 3.0
U_critical = np.pi * gamma
mu_B = physical_constants["Bohr magneton"][0]


def occupation(level):
    """arccot(level/gamma)/pi on the branch between 0 and 1."""
    return np.arctan2(gamma, level) / np.pi


def moment(U):
    """Positive root of the symmetric moment equation, or zero if none."""
    def residual(m):
        return 2 / np.pi * np.arctan(U * m / (2 * gamma)) - m
    if residual(1e-4) <= 0:
        return 0.0
    return brentq(residual, 1e-4, 1.0, xtol=1e-14)


def energy_formula(m, U):
    """Energy of the Slater state of moment m relative to m = 0."""
    return (-2 * gamma / np.pi * np.log(np.cos(np.pi * m / 2))
            - U * m**2 / 4)


# Discrete band: fine near E_F, coarse far away, constant hybridization.
# A small thermal smearing removes the effect of the level spacing at E_F.
n_bath = 401
half_band = 1000 * gamma
x_max = np.arcsinh(half_band / gamma)
dx = 2 * x_max / n_bath
x_mid = (np.arange(n_bath) - (n_bath - 1) / 2) * dx
bath_levels = gamma * np.sinh(x_mid)
cell_widths = gamma * np.cosh(x_mid) * dx
couplings = np.sqrt(gamma * cell_widths / np.pi)
smearing = 0.02 * gamma


def impurity_matrix(level):
    matrix = np.diag(np.concatenate(([level], bath_levels)))
    matrix[0, 1:] = couplings
    matrix[1:, 0] = couplings
    return matrix


def diagonalize(level):
    """Impurity occupation, and band plus hybridization energy, one spin."""
    values, vectors = eigh(impurity_matrix(level))
    filling = expit(-values / smearing)
    weight = vectors[0]**2
    n = np.sum(filling * weight)
    band_energy = np.sum(filling * (values - level * weight))
    return n, band_energy


# Resolvent: matrix inverse against the wide-band form.
z, test_level = 0.3 + 0.4j, -0.7
unit = np.zeros(n_bath + 1)
unit[0] = 1.0
resolvent = np.linalg.solve(
    z * np.eye(n_bath + 1) - impurity_matrix(test_level), unit)[0]
wide_band = 1 / (z - test_level + 1j * gamma)
assert abs(resolvent / wide_band - 1) < 3e-3

# Occupation: Lorentzian quadrature and diagonalization against arccot.
# The band tolerance covers finite bandwidth and thermal smearing.
worst_occupation = 0.0
for level in (-1.5, -0.4, 0.0, 0.3, 1.2):
    area = quad(lambda w: gamma / np.pi / ((w - level)**2 + gamma**2),
                -np.inf, 0)[0]
    assert abs(area - occupation(level)) < 1e-7
    deviation = abs(diagonalize(level)[0] - occupation(level))
    worst_occupation = max(worst_occupation, deviation)
assert worst_occupation < 2e-3

# Threshold from the response of the diagonalized band.
step = 0.05 * gamma
slope = (diagonalize(step)[0] - diagonalize(-step)[0]) / (2 * step)
U_critical_band = -1 / slope
assert abs(U_critical_band / U_critical - 1) < 1e-2

# All solutions of the two coupled arccot equations, sum not imposed.
root_counts = {}
for U in (1.0, 1.5, 1.6, U_example):
    def closed_loop(n):
        other = occupation(-U / 2 + U * n)
        return occupation(-U / 2 + U * other) - n
    grid = np.linspace(0, 1, 4000)
    signs = np.sign(closed_loop(grid))
    places = np.where(signs[:-1] * signs[1:] < 0)[0]
    roots = [brentq(closed_loop, grid[i], grid[i + 1], xtol=1e-14)
             for i in places]
    for n in roots:
        assert abs(n + occupation(-U / 2 + U * n) - 1) < 1e-8
    root_counts[U] = len(roots)
    assert len(roots) == (3 if U > U_critical else 1)
    assert abs((2 * max(roots) - 1) - moment(U)) < 1e-8


# Self-consistent Hartree-Fock with the diagonalized band.
def band_hartree_fock(U, cycles=12):
    n_down = 0.2
    for _ in range(cycles):
        n_up = diagonalize(-U / 2 + U * n_down)[0]
        n_down = diagonalize(-U / 2 + U * n_up)[0]
    return n_up, n_down


up_band, down_band = band_hartree_fock(U_example)
up_weak, down_weak = band_hartree_fock(1.0)
m_example = moment(U_example)
assert abs(up_band - down_band - m_example) < 4e-3
assert abs(up_band + down_band - 1) < 1e-3
assert abs(up_weak - down_weak) < 1e-3

# Energy of Slater states evaluated directly from the full Hamiltonian.
def slater_energy(h, U):
    n_up, band_up = diagonalize(-h)
    n_down, band_down = diagonalize(h)
    total = (band_up + band_down - U / 2 * (n_up + n_down)
             + U * n_up * n_down)
    return total, n_up - n_down


worst_energy = 0.0
for U in (1.0, U_example):
    reference = slater_energy(0.0, U)[0]
    for h in (0.2, 0.6, 1.1):
        energy, m = slater_energy(h, U)
        deviation = abs(energy - reference - energy_formula(m, U))
        worst_energy = max(worst_energy, deviation)
assert worst_energy < 3e-3

minimum = minimize_scalar(lambda m: energy_formula(m, U_example),
                          bounds=(0.01, 0.99), method="bounded",
                          options={"xatol": 1e-9})
assert abs(minimum.x - m_example) < 1e-5
gain = energy_formula(m_example, U_example)
assert gain < 0
weak_grid = np.linspace(0.01, 0.99, 99)
assert np.all(energy_formula(weak_grid, 1.0) > 0)

# Square-root growth just above threshold.
excess = 1e-3
m_near = moment(U_critical * (1 + excess))
m_near_law = 2 / np.pi * np.sqrt(3 * excess)
assert abs(m_near / m_near_law - 1) < 2e-3

# One bath level: exact ground state against Hartree-Fock.
hop = 0.5
one_body = np.array([[-U_example / 2, hop], [hop, 0.0]])
n_imp = np.diag([1.0, 0.0])
one = np.eye(2)
up_op, down_op = np.kron(n_imp, one), np.kron(one, n_imp)
two_site = (np.kron(one_body, one) + np.kron(one, one_body)
            + U_example * up_op @ down_op)
exact_levels, exact_states = eigh(two_site)
ground = exact_states[:, 0]
spin_op = up_op - down_op
exact_moment = ground @ spin_op @ ground
exact_square = ground @ spin_op @ spin_op @ ground
triplet_energy = np.trace(one_body)
exchange = np.eye(4)[[0, 2, 1, 3]]
assert abs(exact_moment) < 1e-10
assert abs(ground @ exchange @ ground - 1) < 1e-10
assert exact_levels[0] < triplet_energy - 1e-3
assert exact_levels[1] - exact_levels[0] > 1e-3
n_down_small = 0.2
for _ in range(200):
    shifted = one_body + U_example * n_down_small * n_imp
    n_up_small = eigh(shifted)[1][0, 0]**2
    shifted = one_body + U_example * n_up_small * n_imp
    n_down_small = eigh(shifted)[1][0, 0]**2
small_hf_moment = n_up_small - n_down_small
assert small_hf_moment > 0.1

n_up = (1 + m_example) / 2
n_down = (1 - m_example) / 2
print(f"Half-width Gamma = {gamma:.3f} eV")
print(f"Repulsion U = {U_example:.3f} eV")
print(f"Bare level E_d - E_F = {-U_example / 2:.3f} eV")
print(f"Threshold pi*Gamma = {U_critical:.4f} eV")
print(f"Threshold pi*Gamma = {U_critical * charge:.4e} J")
print(f"Threshold from diagonalized band = {U_critical_band:.4f} eV")
print(f"Ratio U/(pi*Gamma) = {U_example / U_critical:.4f}")
print(f"Level density at E_F, m=0, per spin = {1 / U_critical:.4f} 1/eV")
print(f"Occupation n_up = {n_up:.4f}")
print(f"Occupation n_down = {n_down:.4f}")
print(f"Moment m = n_up - n_down = {m_example:.4f} (Bohr magnetons)")
print(f"Magnetic moment = {m_example * mu_B:.4e} J/T")
print(f"Shifted level E_up - E_F = {-U_example * m_example / 2:.4f} eV")
print(f"Shifted level E_down - E_F = {U_example * m_example / 2:.4f} eV")
print(f"Energy W(m) - W(0) = {gain:.4f} eV")
print(f"Energy W(m) - W(0) = {gain * charge:.4e} J")
print(f"Band diagonalization: n_up = {up_band:.4f}")
print(f"Band diagonalization: n_down = {down_band:.4f}")
print(f"Band diagonalization, U = 1 eV: m = {up_weak - down_weak:.1e}")
print(f"Number of discrete band levels = {n_bath}")
print(f"Half-width of discrete band = {half_band:.1f} eV")
print(f"Thermal smearing kT in band tests = {smearing:.3f} eV")
print(f"Largest occupation deviation = {worst_occupation:.1e}")
print(f"Largest Slater energy deviation = {worst_energy:.1e} eV")
for U, count in root_counts.items():
    print(f"U = {U:.1f} eV: number of HF solutions = {count}")
for U in (1.0, 1.5, 1.6, 2.0, 3.0, 5.0, 10.0):
    print(f"U = {U:.1f} eV: moment m = {moment(U):.4f}")
print(f"Near threshold, U/(pi*Gamma) - 1 = {excess:.4f}")
print(f"Near threshold: m from equation = {m_near:.5f}")
print(f"Near threshold: m from square-root law = {m_near_law:.5f}")
print(f"Two-site model: coupling V = {hop:.3f} eV")
print(f"Two-site model: HF moment = {small_hf_moment:.4f}")
print(f"Two-site model: exact |average moment| = {abs(exact_moment):.4f}")
print(f"Two-site model: exact mean square = {exact_square:.4f}")
print(f"Two-site model: singlet energy = {exact_levels[0]:.4f} eV")
print(f"Two-site model: triplet energy = {triplet_energy:.4f} eV")
print("PASS")
```

It prints:

```
Half-width Gamma = 0.500 eV
Repulsion U = 3.000 eV
Bare level E_d - E_F = -1.500 eV
Threshold pi*Gamma = 1.5708 eV
Threshold pi*Gamma = 2.5167e-19 J
Threshold from diagonalized band = 1.5732 eV
Ratio U/(pi*Gamma) = 1.9099
Level density at E_F, m=0, per spin = 0.6366 1/eV
Occupation n_up = 0.8630
Occupation n_down = 0.1370
Moment m = n_up - n_down = 0.7260 (Bohr magnetons)
Magnetic moment = 6.7327e-24 J/T
Shifted level E_up - E_F = -1.0890 eV
Shifted level E_down - E_F = 1.0890 eV
Energy W(m) - W(0) = -0.1171 eV
Energy W(m) - W(0) = -1.8756e-20 J
Band diagonalization: n_up = 0.8633
Band diagonalization: n_down = 0.1367
Band diagonalization, U = 1 eV: m = 1.3e-05
Number of discrete band levels = 401
Half-width of discrete band = 500.0 eV
Thermal smearing kT in band tests = 0.010 eV
Largest occupation deviation = 2.4e-04
Largest Slater energy deviation = 4.8e-04 eV
U = 1.0 eV: number of HF solutions = 1
U = 1.5 eV: number of HF solutions = 1
U = 1.6 eV: number of HF solutions = 3
U = 3.0 eV: number of HF solutions = 3
U = 1.0 eV: moment m = 0.0000
U = 1.5 eV: moment m = 0.0000
U = 1.6 eV: moment m = 0.1487
U = 2.0 eV: moment m = 0.5000
U = 3.0 eV: moment m = 0.7260
U = 5.0 eV: moment m = 0.8535
U = 10.0 eV: moment m = 0.9319
Near threshold, U/(pi*Gamma) - 1 = 0.0010
Near threshold: m from equation = 0.03485
Near threshold: m from square-root law = 0.03487
Two-site model: coupling V = 0.500 eV
Two-site model: HF moment = 0.7454
Two-site model: exact |average moment| = 0.0000
Two-site model: exact mean square = 0.8000
Two-site model: singlet energy = -2.0000 eV
Two-site model: triplet energy = -1.5000 eV
PASS
```
